# Why linear screening fails near a charged defect in an incipient ferroelectric

A charged defect in an incipient ferroelectric saturates the soft polarisation around it, because Gauss's law fixes how much polarisation the crystal must carry, however soft the crystal is. In an isotropic Landau model with restoring field $aP+bP^3$, a charge $q$ does this inside the saturation radius

$$r_s=\left(\frac{q}{4\pi}\right)^{1/2}\left(\frac{b}{a}\right)^{1/4}. \tag{1}$$

A periodic cell that contains the defect is stiffened by the defect's own polarisation. If the cell is simple cubic, its permittivity for a small uniform field satisfies

$$\varepsilon_{\rm eff}\ \ge\ \varepsilon_b+\frac{1}{\varepsilon_0\left[a+\tfrac53\,b\,\langle P^2\rangle\right]}, \tag{2}$$

where $\varepsilon_b$ is the background permittivity and $\langle P^2\rangle$ the cell average for the relaxed defect. For a doubly charged defect in a crystal of bulk permittivity 10000, with the parameters given below, $r_s$ is 0.82 nm, and a cubic cell of edge 1.2 nm has $\varepsilon_{\rm eff}\approx 920$.

## The model

Let $P$ be the soft-mode polarisation. All other polarisation is put into $\varepsilon_b$, so that $D=\varepsilon_0\varepsilon_bE+P$. For given $D$, and without gradients, the energy density is

$$u=\frac{(D-P)^2}{2\varepsilon_0\varepsilon_b}+\frac a2P^2+\frac b4P^4,\qquad a,b>0.$$

The first term is the background field energy $\varepsilon_0\varepsilon_bE^2/2$. Setting $\partial u/\partial P=0$ gives

$$E=\frac{D-P}{\varepsilon_0\varepsilon_b}=aP+bP^3. \tag{3}$$

For weak fields $P=E/a$, and the bulk permittivity is

$$\varepsilon_r=\varepsilon_b+\frac1{\varepsilon_0a}.$$

An incipient ferroelectric has small positive $a$: the unpolarised state is stable, but only weakly so.

## Why a small field does not guarantee linearity

Around an isolated positive point charge, Gauss's law gives $D=q/(4\pi r^2)$. This contains no material constant. Inserting (3) into the definition of $D$,

$$D=P\left[1+\varepsilon_0\varepsilon_b(a+bP^2)\right].$$

When the second term in the bracket is small, $P\approx D$. The crystal therefore has to supply a polarisation close to $q/(4\pi r^2)$. A softer crystal supplies it at a lower field, but does not supply less of it.

This is the reason that linear screening fails. The field $E$ can be small because screening is good, while the quantity that controls linearity, $bP^2/a$, is large. Lowering $a$ makes this ratio larger. With $P\approx D$,

$$E\approx aD+bD^3=aD\left[1+\frac ba\left(\frac{q}{4\pi r^2}\right)^2\right]=aD\left[1+\left(\frac{r_s}{r}\right)^4\right]. \tag{4}$$

The last step defines $r_s^4=(q/4\pi)^2b/a$, which is (1). The two restoring fields are equal at the polarisation $P_s=\sqrt{a/b}$, and $r_s$ is where $q/(4\pi r^2)$ equals $P_s$.

The ratio of $D$ to $\varepsilon_0E$ is then

$$\varepsilon(r)\approx\frac{\varepsilon_r}{1+(r_s/r)^4}, \tag{5}$$

where $1/(\varepsilon_0a)$ has been replaced by $\varepsilon_r$, a relative error of order $\varepsilon_b/\varepsilon_r$. It is half the bulk value at $r_s$ and returns quickly to it outside. Very near the charge (4) fails too: once $\varepsilon_0\varepsilon_b bD^2$ is no longer small, the background carries part of $D$.

Since $a\approx1/(\varepsilon_0\varepsilon_r)$, the radius grows as $\varepsilon_r^{1/4}$ at fixed $b$ and $q$.

## Numbers for a soft crystal

Take the round values $\varepsilon_r=10000$, $\varepsilon_b=5$, $b=8\times10^9$ V m$^5$/C$^3$ and $q=2e$. Then $a=1.13\times10^7$ V m/C, and

$$P_s=\sqrt{\frac{1.13\times10^7}{8\times10^9}}\ \mathrm{C/m^2}=0.0376\ \mathrm{C/m^2}=3.76\ \mathrm{\mu C/cm^2}.$$

With $q/4\pi=2.55\times10^{-20}$ C,

$$r_s=\sqrt{\frac{2.55\times10^{-20}}{0.0376}}\ \mathrm m=0.82\ \mathrm{nm}.$$

The field there is $2aP_s=0.0085$ MV/cm, a modest field at which $D/(\varepsilon_0E)$ is already down to half its bulk value. The response to a small further field along $\mathbf P$ is lower still, about a quarter, because its stiffness is $a+3bP_s^2=4a$.

Solving (3) without the approximation $P\approx D$ gives permittivities of 541, 4716 and 9345 at 0.4, 0.8 and 1.6 nm. Equation (5) gives about 526 at 0.4 nm. The 3 per cent difference has a simple origin: there $D=0.159$ C/m$^2$ and $\varepsilon_0\varepsilon_bbD^2\approx0.009$, so $P$ is 0.9 per cent below $D$, and its cube 2.7 per cent below $D^3$.

## What spatial stiffness changes

A polarisation that varies in space costs a further $\tfrac g2|\nabla\mathbf P|^2$, which adds $-g\nabla^2\mathbf P$ to the restoring field. For a radial field $P(r)\hat{\mathbf r}$ the vector Laplacian has the radial component $P''+2P'/r-2P/r^2$. For $P\propto r^{-n}$ this is

$$\left[n(n+1)-2n-2\right]r^{-n-2}=(n-2)(n+1)\,r^{-n-2}.$$

It vanishes for $n=2$, the Coulomb form. Outside the core the gradient term thus acts only through the departure of $P$ from $D$. That departure is small, but it varies steeply and the local restoring field is weak, so its effect need not be small. With the parameters below, the gradient field is about 7 times $aP+bP^3$ at 0.4 nm, twice it at 0.6 nm, a third of it at $r_s$ and 2 per cent of it at 1.2 nm. The local-law permittivities above therefore overstate the value well inside $r_s$.

Inside the core it matters. For a Fourier component of wavenumber $G$, the linear form of (3) becomes $(D-P)/(\varepsilon_0\varepsilon_b)=(a+gG^2)P$, or

$$P=\frac{D}{1+\varepsilon_0\varepsilon_b(a+gG^2)}.$$

The polarisation cannot follow $D$ below the length $\sqrt{g\varepsilon_0\varepsilon_b}$. For $g=10^{-10}$ V m$^3$/C this is 0.067 nm. I spread the defect charge as a Gaussian, $\rho\propto e^{-r^2/2\sigma^2}$ with $\sigma=0.10$ nm. A radial solution with this core and the gradient term puts the radius of halved permittivity at 0.90 nm, 9 per cent above $r_s$.

## The permittivity of a small cell

"The permittivity seen by the cell" needs a definition. Let the defect relax in a simple cubic cell of edge $L$ and volume $\Omega=L^3$, with a uniform neutralising background. Then apply a small macroscopic field $E_0$ along $z$, and let $\bar p$ be the change in mean soft polarisation. At fixed $E_0$,

$$\varepsilon_{\rm eff}=\varepsilon_b+\frac{\bar p}{\varepsilon_0E_0}.$$

Write the total polarisation as $\mathbf P+\mathbf p$, where $\mathbf P$ is the relaxed state at $E_0=0$. Since

$$|\mathbf P+\mathbf p|^4=(P^2+2\mathbf P\cdot\mathbf p+p^2)^2,$$

the part of second order in $\mathbf p$ is $2P^2p^2+4(\mathbf P\cdot\mathbf p)^2$. Multiplied by $b/4$, it contributes to the quadratic energy

$$Q[\mathbf p]=\int_\Omega\left[\frac a2p^2+\frac b2P^2p^2+b(\mathbf P\cdot\mathbf p)^2+\frac g2|\nabla\mathbf p|^2\right]d^3r+Q_{\rm field},$$

where $Q_{\rm field}\ge0$ is the field energy of the bound charge $-\nabla\cdot\mathbf p$. First-order terms vanish because $\mathbf P$ is relaxed.

The response minimises $Q-E_0\int p_z\,d^3r$. At the minimum of a quadratic form minus a linear one, $2Q=E_0\Omega\bar p$, so the minimum value is $-\tfrac12\Omega E_0\bar p$. Any trial $\mathbf p$ gives a value at least as high.

Choose a uniform trial $p$ along $z$. It has no gradient and no bound charge, so its energy per volume is $\tfrac12sp^2-E_0p$ with

$$s=a+b\langle P^2\rangle+2b\langle P_z^2\rangle=a+\tfrac53b\langle P^2\rangle.$$

The last step uses $\langle P_z^2\rangle=\langle P^2\rangle/3$. This holds because the energy is convex for positive $a$ and $b$, so the relaxed state is unique and keeps the cubic symmetry of the cell. The best trial is $p=E_0/s$, with energy $-E_0^2/(2s)$ per volume. Hence $-\tfrac12E_0\bar p\le-E_0^2/(2s)$, or $\bar p\ge E_0/s$, which is (2).

An upper bound follows by dropping every term of $Q$ except $ap^2/2$. This can only lower the minimum, so $\bar p\le E_0/a$ and $\varepsilon_{\rm eff}\le\varepsilon_r$.

## A closed estimate

Replacing $P$ by $D$ in (2) gives an estimate that needs no relaxation. The integral $\tfrac12\int_\Omega D^2d^3r$ is the electrostatic energy of the Gaussian array, with $\varepsilon_0$ set to one. It has three parts.

- The self-energy of one Gaussian is
$$\frac12\int\frac{d^3G}{(2\pi)^3}\frac{q^2e^{-G^2\sigma^2}}{G^2}=\frac{q^2}{4\pi^2}\int_0^\infty e^{-G^2\sigma^2}dG=\frac{q^2}{8\pi^{3/2}\sigma}.$$
- The images and background, for point charges, give $-q^2\alpha/(8\pi L)$, where $\alpha=2.8373$ is the Madelung constant.
- The background, of density $-q/\Omega$, has a potential that rises as $qr^2/(6\Omega)$ about each defect. Spreading the charge, with $\langle r^2\rangle=3\sigma^2$, costs $q^2\sigma^2/(2\Omega)$.

Overlap of neighbouring Gaussians is neglected. Multiplying the sum by $2/\Omega$,

$$\langle D^2\rangle=\frac{q^2}{4\pi L^3}\left[\frac1{\sqrt\pi\,\sigma}-\frac\alpha L+\frac{4\pi\sigma^2}{L^3}\right]. \tag{6}$$

For $L=1.2$ nm the bracket is $5.64-2.36+0.07=3.35$ nm$^{-1}$, and $\langle D^2\rangle=0.0158$ C$^2$/m$^4$. The defect adds

$$\tfrac53\times8\times10^9\times0.0158=2.11\times10^8\ \mathrm{V\,m/C}$$

to the stiffness, nearly twenty times $a$. The estimate for $\varepsilon_{\rm eff}$ is 513.

Minimising the full three-dimensional energy and solving for its response gives the following values.

| $L$ (nm) | closed estimate | bound (2) | $\varepsilon_{\rm eff}$ |
|---|---|---|---|
| 0.8 | 227 | 449 | 470 |
| 1.2 | 513 | 836 | 923 |
| 1.6 | 987 | 1467 | 1666 |
| 2.4 | 2433 | 3221 | 3673 |

At 1.2 nm, relaxing the cell again in a finite small field gives 922, and a finer grid gives 923. The bound lies 4 to 12 per cent below the full response. The closed estimate is much lower because $\langle P^2\rangle$ is only 0.49 to 0.68 of $\langle D^2\rangle$ in these cells: much of $\langle D^2\rangle$ comes from the core, where $P$ falls short of $D$.

## Two limits

In a large cell the first term of (6) dominates. The stiffness added by the defect then falls as $1/L^3$, and the estimate returns to $\varepsilon_r$. It is halved, apart from $\varepsilon_b$, when $a=\tfrac53b\langle D^2\rangle$. Using $b/a=16\pi^2r_s^4/q^2$ from (1),

$$L_{1/2}^3\approx\frac53\,\frac{16\pi^2r_s^4}{q^2}\,\frac{q^2}{4\pi^{3/2}\sigma}=\frac{20\sqrt\pi}{3}\,\frac{r_s^4}{\sigma}. \tag{7}$$

This gives 3.8 nm, and the full expression (6) gives 3.6 nm. The estimate overstates the stiffening, and the full response reaches half the bulk value at about 2.9 nm. The size at which a cell recovers half the bulk permittivity is thus several times $r_s$. The region within about $r_s$, which supplies most of the integral of $D^2$, stiffens the average over the whole cell.

The opposite limit is a crystal at the edge of instability, $a\to0$ at fixed $L$. The bulk permittivity diverges, but that of the cell does not. For $\varepsilon_{\rm eff}$ to diverge, some $\mathbf p$ would have to cost no energy. The gradient term would require it to be uniform, and a uniform $\mathbf p$ still pays the quartic cost wherever $P\ne0$. At $L=1.2$ nm, raising $\varepsilon_r$ tenfold to 100000, with all else fixed, raises $\varepsilon_{\rm eff}$ only from 923 to 1005.

## What this means for image corrections

The linear image energy of a point charge in a cubic cell is

$$\Delta E=\frac{q^2\alpha}{8\pi\varepsilon_0\varepsilon L}.$$

At $L=1.2$ nm it is 0.7 meV with $\varepsilon=\varepsilon_r$ and 7.4 meV with $\varepsilon=\varepsilon_{\rm eff}$. At 0.8 nm the two values are 1.0 and 22 meV. They show how much the choice matters, but neither is a corrected energy for a small cell: $\varepsilon_{\rm eff}$ describes the response to a uniform field, whereas removing the images is a different change.

A spherical cell of radius $R$ shows what happens to the energy. There the background changes the displacement to $D=\frac{q}{4\pi}(1/r^2-r/R^3)$. Let $E_{\rm ex}$ be the excess of the isolated defect's field over the linear one. Since $du=E\,dD$, the excess energy lost inside the cell is, to first order in the background,

$$\int_0^R E_{\rm ex}\,\frac{qr}{4\pi R^3}\,4\pi r^2dr=\frac q{R^3}\int_0^RE_{\rm ex}\,r^3dr.$$

By (4), $E_{\rm ex}$ falls as $r^{-6}$, so the integral converges at large $R$, and a spread charge keeps it finite at the core. Saturation inside the cell therefore enters as $1/R^3$.

The energy stored outside the sphere follows from $u\approx aD^2/2+bD^4/4$:

$$\int_R^\infty u\,4\pi r^2dr=\frac{2\pi a}{R}\left(\frac q{4\pi}\right)^2+\frac{\pi b}{5R^5}\left(\frac q{4\pi}\right)^4=\frac{2\pi a}{R}\left(\frac q{4\pi}\right)^2\left[1+\frac1{10}\left(\frac{r_s}R\right)^4\right].$$

For a sphere with the volume of the 1.2 nm cell, direct integration gives 1.15 times the linear value. In this model, then, the leading $1/L$ term keeps the bulk $\varepsilon_r$ in large cells, and saturation appears in faster-falling terms.

In a soft crystal those terms need not be small, because the $1/L$ term is itself divided by $\varepsilon_r$. The gradient energy gives another. With $P\approx D$ and negligible curl it is $\tfrac g2\int(\rho-q/\Omega)^2d^3r$, which is lower than for an isolated defect by $gq^2/(2\Omega)$. At $L=1.2$ nm this is about 19 meV, more than either image energy at that size. In the relaxed cell, where $P$ falls short of $D$ in the core, the gradient energy drops by 17 meV, and the total energy lies 22 meV below that of the isolated defect. An extrapolation in cell size should therefore include a $1/L^3$ term, and a fit to $1/L$ alone in such cells does not measure the permittivity. For cells from 0.8 to 3.0 nm, a fit to $1/L$ alone misses the isolated energy by 30 meV. Adding a $1/L^3$ term reduces the miss to about 1 meV, but the fitted $1/L$ coefficient still corresponds to a permittivity near 1700 rather than 10000, because faster-falling terms remain.

## Beside a real crystal

The parameters are rough values in the regime of strontium titanate, whose permittivity is of order $10^4$ at a few kelvin and about 300 at room temperature. Its lattice constant is near 0.4 nm, so the cold saturation radius spans about two unit cells. At $\varepsilon_r=300$, with the other parameters held fixed, (1) gives about 0.34 nm. The gradient term and the spread core matter more at this size: with them the permittivity is halved at about 0.51 nm, a little more than one unit cell. The 1.2 nm cell has $\varepsilon_{\rm eff}=234$. The loss is then about a fifth, instead of nine tenths. A static supercell calculation has its own $a$, set by the functional and the lattice constant, and that value decides which regime applies. If it is negative, the unpolarised crystal is unstable in that calculation and the results above do not apply.

The weakest assumption is the continuum core, whose width is below an interatomic distance. At $L=1.2$ nm and $\varepsilon_r=10000$, changing one parameter at a time moves $\varepsilon_{\rm eff}$ from 923 to

- 1333 for $\sigma=0.14$ nm,
- 1147 for doubled $g$,
- 1600 for halved $b$,
- 2688 for a single charge.

The suppression survives each of these changes, but the value is uncertain: the first three changes made together raise it about threefold, to roughly 2800, at fixed charge. Real quartic terms are also cubic rather than isotropic: halving the coupling between polarisation components lowers the mean quartic stiffness by 20 per cent for the same $\langle P^2\rangle$. Strain, higher Landau terms and the tetragonal distortion of the cold crystal are left out, and their effect is not sized here.

The peak field in the model core is 53 MV/cm, far beyond the weak-field regime, so the quartic form is least reliable there. The potential drop across the region is 1.1 V, below a rough band gap of 3 eV, so this potential alone does not open tunnelling between the bands. Free carriers at $10^{16}$ cm$^{-3}$ and 10 K, treated as a classical gas, screen over about 220 nm and can be ignored in these cells. The numerical output below lists the inputs and the remaining values.

## Values computed for the example and the checks

```
bulk eps_r = 10000, background eps_b = 5
b = 8.0e+09 V m^5/C^3, g = 1.0e-10 V m^3/C
a = 1.130e+07 V m/C
charge = 2 e, Gaussian width = 0.10 nm
saturation polarisation = 3.76 uC/cm2
saturation radius r_s = 0.824 nm
radius of halved permittivity, local law = 0.823 nm
same with gradient term and Gaussian core = 0.896 nm
field at r_s = 0.0085 MV/cm
secant permittivity at r = 0.4 nm: 541
secant permittivity at r = 0.8 nm: 4716
secant permittivity at r = 1.6 nm: 9345
tail energy / linear value outside 0.744 nm = 1.149
Madelung constant = 2.83730
L = 0.8 nm: eps_eff = 470, uniform-probe bound = 449, closed estimate = 227
   <P^2>/<D^2> = 0.488; linear image energy = 1.02 meV with eps_r, 21.71 meV with eps_eff
L = 1.2 nm: eps_eff = 923, uniform-probe bound = 836, closed estimate = 513
   <P^2>/<D^2> = 0.590; linear image energy = 0.68 meV with eps_r, 7.38 meV with eps_eff
L = 1.6 nm: eps_eff = 1666, uniform-probe bound = 1467, closed estimate = 987
   <P^2>/<D^2> = 0.636; linear image energy = 0.51 meV with eps_r, 3.06 meV with eps_eff
L = 2.4 nm: eps_eff = 3673, uniform-probe bound = 3221, closed estimate = 2433
   <P^2>/<D^2> = 0.676; linear image energy = 0.34 meV with eps_r, 0.93 meV with eps_eff
closed estimate reaches half of eps_r at L = 3.60 nm
L = 1.2 nm, finite-field eps_eff = 922.3, finer grid = 922.6
L = 1.2 nm, bulk eps_r = 100000: eps_eff = 1005
L = 1.2 nm, bulk eps_r = 300 (rough room temperature): eps_eff = 234
L = 1.2 nm, charge 1 e: eps_eff = 2688
L = 1.2 nm, b halved: eps_eff = 1600
L = 1.2 nm, g doubled: eps_eff = 1147
L = 1.2 nm, sigma = 0.14 nm: eps_eff = 1333
transverse correlation length sqrt(g/a) = 2.97 nm
longitudinal length sqrt(g eps0 eps_b) = 0.067 nm
component coupling halved: quartic stiffness changes -20 %
peak core field = 53.4 MV/cm
core potential drop = 1.08 V; rough band gap = 3 eV
Debye length at 10 K, 1e+16 cm^-3 = 218 nm
```
